# Slater's average energy of a configuration, derived twice and checked on p³, part 2

The average energy $E_{\rm av}$ of an atomic configuration gives every state equal weight. Hartree atomic units are used, with nuclear charge $Z$. Subshell $i$ holds $q_i$ electrons in $N_i=4l_i+2$ orthonormal spin-orbitals

$$\varphi_a(x)=\frac{P_i(r)}{r}\,Y_{l_im}(\theta,\phi)\,\chi_\sigma,\qquad \int_0^\infty P_i^2\,dr=1,$$

where $x$ stands for position and spin. The real radial function $P_i(r)$ and the one-electron energy $I_i$ do not depend on $m$ or $\sigma$. Legendre polynomials $P_l$, $P_k$ carry an angular index instead. With $\omega$ the angle between the position vectors and $r_<$, $r_>$ the smaller and larger radius,

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\omega),\qquad P_k(\cos\omega)=\frac{4\pi}{2k+1}\sum_{\mu=-k}^kY_{k\mu}(1)Y_{k\mu}^*(2).$$

The second relation is the addition theorem. The radial integrals and angular weights are

$$F^k(ij)=\iint P_i(r_1)^2P_j(r_2)^2\,\frac{r_<^k}{r_>^{k+1}}\,dr_1dr_2,$$

$$G^k(ij)=\iint P_i(r_1)P_j(r_1)\,P_i(r_2)P_j(r_2)\,\frac{r_<^k}{r_>^{k+1}}\,dr_1dr_2,$$

$$w_k(l,l')=\frac12\int_{-1}^{1}P_l(x)P_k(x)P_{l'}(x)\,dx.$$

The first derivation, by counting determinants, gave

$$E_{\rm av}=\sum_iq_iI_i+\sum_i\frac{q_i(q_i-1)}2V_{ii}+\sum_{i<j}q_iq_jV_{ij},$$

$$V_{ii}=F^0(ii)-\frac{2l_i+1}{4l_i+1}\sum_{k>0}w_k(l_i,l_i)F^k(ii),$$

$$V_{ij}=F^0(ij)-\frac12\sum_kw_k(l_i,l_j)G^k(ij).$$

It used the coefficients and row sum

$$c^k(lm,l'm')=\sqrt{\frac{4\pi}{2k+1}}\int Y_{lm}^*\,Y_{k,m-m'}\,Y_{l'm'}\,d\Omega,$$

$$\sum_{m'}|c^k(lm,l'm')|^2=(2l'+1)\,w_k(l,l').$$

For p electrons $w_2(1,1)=\frac2{15}$. In p³ the $F^2$ coefficients of ⁴S, ²D and ²P are $-\frac{15}{25}$, $-\frac6{25}$ and $0$. In determinants, $m^\pm$ is an orbital with spin up or down; $1^+1^-(-1)^+$ and $1^+0^+0^-$ share $M_L=1$, $M_S=\frac12$.

The second derivation starts from the repulsion operator $W$, with

$$\langle ab|cd\rangle=\iint\frac{\varphi_a^*(1)\varphi_b^*(2)\varphi_c(1)\varphi_d(2)}{r_{12}}.$$

A bar denotes the average over the configuration. By symmetry under phase factors and permutations of the spin-orbitals, only direct and exchange terms survive. All pairs within a subshell have the same average occupation $p$, with $N(N-1)\,p=q(q-1)$; between subshells it is $q_iq_j/(N_iN_j)$.

### The angular pair distribution

The average repulsion within a subshell is now

$$\overline W=\frac p2\sum_{ab}\big(\langle ab|ab\rangle-\langle ab|ba\rangle\big).$$

Terms with $a=b$ cancel and may stay in the sum. Both sums can be done under the integral sign with the function

$$\rho(x_1,x_2)=\sum_a\varphi_a(x_1)\varphi_a^*(x_2)=\delta_{\sigma_1\sigma_2}\,\frac{P(r_1)P(r_2)}{r_1r_2}\,\frac{2l+1}{4\pi}\,P_l(\cos\omega),$$

where the addition theorem has been used once. The direct sum becomes $\rho(x_1,x_1)\rho(x_2,x_2)$ and the exchange sum becomes $|\rho(x_1,x_2)|^2$. Summation over the two spins gives $4=2\cdot2$ in the first and $2$ in the second, since the second requires equal spins. With $2l+1=N/2$,

$$\sum_{\sigma_1\sigma_2}\big[\rho(x_1,x_1)\rho(x_2,x_2)-|\rho(x_1,x_2)|^2\big]=\frac{N^2}{(4\pi)^2}\,\frac{P(r_1)^2P(r_2)^2}{r_1^2r_2^2}\Big[1-\tfrac12P_l(\cos\omega)^2\Big].$$

Since $\overline W=\frac12q(q-1)V_{ii}$, the pair energy $V_{ii}$ is the integral of this expression times $1/r_{12}$, divided by $N(N-1)$. The volume elements cancel $r_1^2r_2^2$. For a function of $\omega$ alone the average over both directions is half an integral over $x=\cos\omega$. Thus

$$V_{ii}=\iint dr_1dr_2\,P(r_1)^2P(r_2)^2\;\frac12\int_{-1}^1g_l(x)\,\frac1{r_{12}}\,dx,\qquad g_l(x)=\frac N{N-1}\Big[1-\tfrac12P_l(x)^2\Big].$$

The function $g_l$ is the probability density for the angle between two electrons of the subshell, relative to independent directions. It is normalized: $\frac12\int P_l^2dx=1/(2l+1)=2/N$, so

$$\frac12\int_{-1}^1g_l\,dx=\frac N{N-1}\Big(1-\frac1N\Big)=1.$$

Inserting the multipole expansion of $1/r_{12}$ gives one term for each $k$. For $k=0$ the angular factor is this normalization, and the term is $F^0$. For $k>0$ the constant in $g_l$ is orthogonal to $P_k$, and the rest gives

$$\frac12\int_{-1}^1g_lP_k\,dx=-\frac N{2(N-1)}\,w_k(l,l)=-\frac{2l+1}{4l+1}\,w_k(l,l).$$

This is the result for $V_{ii}$.

For two different subshells the exchange integrand is $\rho_i(x_1,x_2)\rho_j(x_2,x_1)$. Its spin sum is again 2, and $2(2l+1)(2l'+1)=N_iN_j/2$. Division by $N_iN_j$ leaves the factor $\frac12$, the angular factor $P_lP_{l'}$, and the radial product $P_iP_j$ at $r_1$ and at $r_2$. The direct part has uniform angular density and gives $F^0$. Hence

$$V_{ij}=F^0(ij)-\frac12\sum_kw_k(l_i,l_j)\,G^k(ij).$$

### What the distribution shows

For p electrons

$$g_1=\frac65\Big(1-\frac12\cos^2\omega\Big).$$

It is $\frac35$ when the two electrons lie in the same direction, $\frac65$ at a right angle, and $\frac35$ again in opposite directions. The reduction at $\omega=0$ reflects the Pauli principle for parallel spins. The equal reduction at $180^\circ$ follows from the parity of the orbitals: changing the sign of one position vector changes $\rho$ at most in sign, and $|\rho|^2$ not at all. The quadrupole moment of this distribution is

$$\frac12\int_{-1}^1g_1P_2\,dx=-\frac35\cdot\frac2{15}=-\frac2{25},$$

which is the $F^2$ coefficient of a p pair.

The integrand of each $F^k$ is nonnegative, and so is each $w_k$. The angular distribution therefore never raises the mean pair energy above $F^0$. For an s subshell $g_0=2(1-\frac12)=1$: the two electrons have opposite spins, no angular correlation remains, and $V=F^0$. For large $l$ the prefactor $(2l+1)/(4l+1)$ tends to $\frac12$, the value between different subshells, because the one excluded partner matters less among many.

### Fractional occupation is a different quantity

The average one-electron density of an open subshell is that of a filled one multiplied by $q/N$. It is tempting to insert the occupations $q/N$ directly into the energy expression for a determinant. Each pair then receives the weight $(q/N)^2$ in place of $q(q-1)/[N(N-1)]$, and the repulsion is

$$\frac12\frac{q^2}{N^2}\,N(N-1)V_{ii}=\frac{q^2(N-1)}{2N}V_{ii}.$$

Compared with the average it is too large by

$$\frac q2\left[\frac{q(N-1)}N-(q-1)\right]V_{ii}=\frac{q(N-q)}{2N}V_{ii}.$$

The excess vanishes for an empty and for a filled subshell. In between, the fractional expression treats the occupations as independent, so it includes fillings with more or fewer than $q$ electrons. In the configuration the number is fixed, and finding one electron in place $a$ lowers the chance of finding another in place $b$.

### Three 2p electrons with numbers

Take three electrons in hydrogenic 2p orbitals at nuclear charge $Z=8$, with no other electrons. This is a model with unscreened orbitals, not a self-consistent atom. Since the 1s shell is empty, its levels lie far above the energies of 1s2s or 1s2p plus a free electron, and in the real ion ²D and ²P can decay into that continuum. The numbers below belong to the matrix within the configuration, not to bound states of the ion. The radial function is $P=\mathcal N r^2e^{-Zr/2}$. Apart from $\mathcal N$ and the exponential, the three parts of the radial Hamiltonian acting on it are

$$-\tfrac12P''\to-1+Zr-\tfrac{Z^2r^2}8,\qquad \frac{l(l+1)}{2r^2}P\to1,\qquad -\frac ZrP\to-Zr.$$

Their sum is $-\frac{Z^2}8r^2$, so $I=-Z^2/8=-8$ hartree.

For the repulsion set $s=Zr$. Normalization requires $\mathcal N^2\,4!/Z^5=1$, so the density in $s$ is $s^4e^{-s}/24$. Each $F^k$ is $Z$ times a pure number. The two orderings of the radii are equivalent and give a factor 2. With $s$ the smaller radius and $t$ the larger,

$$\frac{F^k}Z=\frac2{576}\int_0^\infty ds\,s^{4+k}e^{-s}\int_s^\infty dt\,t^{3-k}e^{-t}.$$

The inner integral is $(s^3+3s^2+6s+6)e^{-s}$ for $k=0$ and $(s+1)e^{-s}$ for $k=2$. With $\int_0^\infty s^ne^{-2s}ds=n!/2^{n+1}$,

$$\frac{F^0}Z=\frac1{288}\left(\frac{7!}{2^8}+\frac{3\cdot6!}{2^7}+\frac{6\cdot5!}{2^6}+\frac{6\cdot4!}{2^5}\right)=\frac{93}{512},$$

$$\frac{F^2}Z=\frac1{288}\left(\frac{7!}{2^8}+\frac{6!}{2^7}\right)=\frac{45}{512}.$$

At $Z=8$ these are $F^0=1.453125$ and $F^2=0.703125$ hartree. The pair energy is

$$V=1.453125-0.08\times0.703125=1.396875\ \text{hartree},$$

and the average energy is

$$E_{\rm av}=3(-8)+3(1.396875)=-19.809375\ \text{hartree}=-539.04\ \text{eV}.$$

Diagonalization of the full matrix of 20 states gives these levels in hartree:

| Term | States | Energy |
|---|---|---|
| ⁴S | 4 | −20.062500 |
| ²D | 10 | −19.809375 |
| ²P | 6 | −19.640625 |

Their weighted mean is

$$\frac{4(-20.062500)+10(-19.809375)+6(-19.640625)}{20}=-19.809375\ \text{hartree},$$

in agreement with the formula. The determinant matrix has off-diagonal elements as large as 0.16875 hartree. Because of them, the term energies are not simply the diagonal elements, but the mean is unaffected. That ²D lies at the average follows from its coefficient $-\frac6{25}$; nothing in the general formula requires a term to lie there.

Fractional occupation would give a repulsion of 5.238 hartree instead of 4.191. The excess is $\frac{3\cdot3}{12}V=0.75\times1.396875=1.048$ hartree, larger than the whole spread of the terms, which is 0.422 hartree.

A 2s electron added to the model brings in the pair energy between subshells. Here $w_1(0,1)=\frac12\int x^2dx=\frac13$, so $V_{sp}=F^0-\frac16G^1$. Quadrature gives $F^0(2s,2p)=1.296875$ and $G^1(2s,2p)=0.703125$ hartree, hence $V_{sp}=1.17969$ hartree. The hydrogenic 2s electron also has the one-electron energy $-8$ hartree. Therefore

$$E_{\rm av}(2s\,2p^3)=4(-8)+3(1.396875)+3(1.17969)=-24.2703\ \text{hartree}.$$

The 40 eigenvalues of this configuration run from $-24.8750$ to $-23.7500$ hartree, and their mean is $-24.2703$ hartree. The numerical check also covers every filling of a 3d subshell and the configuration 2p²3d³.

### What each derivation assumes

Both derivations need the same physical premises. All states of the configuration are built from one set of orthonormal orbitals, the radial function does not depend on $m$ or spin, and every state has equal weight. Both use the addition theorem. They differ in what else they need and in what they deliver.

The first derivation assumes a basis of determinants and the rule for their diagonal energies. It then needs the exchange sum for one fixed $m$, and so it proves more than the average requires: all electrons of a given subshell have the same total interaction with a filled subshell, whatever their $m$ and spin. It also supplies the coefficients from which the separate terms of p³ were found. Within a subshell, its division into direct and exchange parts depends on the orbitals chosen once the self-terms are removed.

The second derivation assumes that the set of averaged states is unchanged by phase factors and permutations of the spin-orbitals. Equal weights guarantee this. An average over the states of one term among several, such as ⁴S of p³, lacks the full symmetry, and the argument then fails. In return, no sum for fixed $m$ is needed, and the angular distribution is obtained before the interaction is specified. If $1/r_{12}$ were replaced by another function of the distance, $g_l$ would be the same for the same orbitals.

The shared premises also set the limits of the result. If each term is given its own optimized radial functions, the mean of the term energies is in general no longer $E_{\rm av}$ for any common set. In a Hartree-Fock calculation for the average, $E_{\rm av}$ is made stationary with respect to the common functions $P_i$. For an excited configuration such as 1s3s the stationary point is not a minimum, since a free minimization would end at 1s2s. Take the case in which it is the minimum. For any such functions each term energy, taken as an expectation value, is at least as high as its own minimum, so

$$\min_P\sum_Tg_TE_T[P]\ \ge\ \sum_Tg_T\min_PE_T[P],$$

where $g_T$ is the fraction of states in term $T$. The minimized average therefore cannot lie below the mean of separately optimized terms. What is gained is a functional of radial functions alone, with no reference to a particular $L$ and $S$.

Mixing with other configurations is also outside the result. In the model above this omission is serious for ²P: the configuration 2s²2p has the same parity, also contains a ²P term, and has the same total one-electron energy of $-24$ hartree. The repulsion couples the two. With $s$ for 2s, the element between $s^+s^-1^+$ and $0^+0^-1^+$ has magnitude $|c^1(10,00)|^2G^1(2s,2p)$. The row sum with $l'=0$ has a single term and gives $|c^1(10,00)|^2=w_1(1,0)=\frac13$, so the element is $0.703125/3=0.234$ hartree, proportional to $Z$ like the term splittings. The determinant $1^+1^-(-1)^+$ couples with the same magnitude. The ²P state of 2p³ with $M_L=1$, $M_S=\frac12$ contains the two determinants with equal weight, and ²D cannot couple, so the element between the two ²P terms is $\sqrt2\times0.234=0.331$ hartree. With $F^0(2s,2s)=1.203125$ hartree the configuration 2s²2p lies at $-24+1.203125+2V_{sp}=-20.4375$ hartree, and the two-level problem raises the ²P level of 2p³ from $-19.641$ to $-19.521$ hartree. The ⁴S and ²D levels have no partner in 2s²2p and are not moved by it. The listed ²P energy is thus an expectation value within 2p³, and it is not correct even to first order in the repulsion.

Spin-orbit coupling, in contrast, leaves the average unchanged if the orbitals are kept fixed. It adds a one-electron operator proportional to $\mathbf l\cdot\mathbf s$, whose average is $q/N$ times its trace over the subshell. The diagonal elements are proportional to $m\sigma$ with $\sigma=\pm\frac12$, and they cancel in pairs. The levels split, but their mean, weighted by the number of states, stays at $E_{\rm av}$.

## Computed values

```
Nuclear charge Z = 8
2p one-electron energy I = -8.000000 hartree
F0(2p,2p) = 1.453125 hartree
F2(2p,2p) = 0.703125 hartree
w_2(1,1) = 0.133333
F2 coefficient in p pair energy = -0.080000
F2 coefficient in d pair energy = -0.031746
F4 coefficient in d pair energy = -0.031746
Average pair energy V(2p,2p) = 1.396875 hartree
p3 number of states = 20
p3 largest off-diagonal element = 0.168750 hartree
p3 term 4S: degeneracy 4, energy -20.062500 hartree, F2 coefficient -0.6000
p3 term 2D: degeneracy 10, energy -19.809375 hartree, F2 coefficient -0.2400
p3 term 2P: degeneracy 6, energy -19.640625 hartree, F2 coefficient -0.0000
p3 mean of eigenvalues = -19.809375 hartree
p3 E_av from formula = -19.809375 hartree
p3 E_av from formula = -539.041 eV
p pair F2 share, complex orbitals: direct -0.0160, exchange -0.0640
p pair F2 share, real orbitals: direct -0.0320, exchange -0.0480
p3 repulsion, correct average = 4.190625 hartree
p3 repulsion, fractional filling = 5.238281 hartree
p3 excess of fractional filling = 1.047656 hartree
F0(2s,2p) = 1.296875 hartree
G1(2s,2p) = 0.703125 hartree
Average pair energy V(2s,2p) = 1.179687 hartree
2s 2p3 number of states = 40
2s 2p3 lowest eigenvalue = -24.875000 hartree
2s 2p3 highest eigenvalue = -23.750000 hartree
2s 2p3 mean of eigenvalues = -24.270313 hartree
2s 2p3 E_av from formula = -24.270313 hartree
3d^q, q=1..10, largest deviation = 1.1e-14 hartree
2p2 3d3 number of states = 1800
2p2 3d3 deviation = 0.0e+00 hartree
```
